# Buckling of a Periodic Sheet by a Defect Dipole

## Problem

A free-standing elastic sheet, initially flat, fills a square periodic cell of side $L$ and area $A=L^2$. The cell is held at the size that suits the perfect sheet. One defect per cell has an isotropic in-plane elastic dipole $P_{ij}=P\,\delta_{ij}$, with $P>0$ if the defect pushes its surroundings outward. The sheet has bending rigidity $D$.

(a) Find the mean residual stress.

(b) Replace the stress by its mean and show that the flat sheet is unstable when $P>4\pi^2D$, whatever the value of $L$.

(c) The real stress is concentrated near the defect. Show that $P>4\pi^2D$ still guarantees instability.

(d) Evaluate the criterion for graphene, and judge what $P<4\pi^2D$ tells you.

Assume small slopes, linear isotropic elasticity, a rigidity unchanged by the defect, and a defect that is symmetric under reflection in the sheet. Tension counts as positive stress. The algebra is in atomic units, where $P$ and $D$ are energies in hartree; numbers are in eV and Å.

## Hints

1. The dipole enters the energy as $-P_{ij}\varepsilon_{ij}$. Stress is the derivative of energy with respect to strain, per unit area.
2. A tilted line element is longer than its projection. Find the strain that a deflection $w(x,y)$ adds, and keep the energy to second order in $w$.
3. Periodicity limits the wavelengths. Which allowed wave is the softest?
4. For (c), try a ripple that varies along $x$ alone, and consider the total force across a line $x=\text{const}$.

## Solution

### (a) Mean stress

Let $\varepsilon_{ij}$ be the homogeneous strain of the cell, with the atoms inside relaxed. To second order,

$$E(\varepsilon)=E_0+\frac A2\,C_{ijkl}\,\varepsilon_{ij}\varepsilon_{kl}-P_{ij}\,\varepsilon_{ij}.$$

The minus sign says that, for an outward-pushing defect, a small expansion of the cell lowers the energy. The mean stress is

$$\bar\sigma_{ij}=\frac1A\frac{\partial E}{\partial\varepsilon_{ij}}=C_{ijkl}\,\varepsilon_{kl}-\frac{P_{ij}}A .$$

In the fixed cell $\varepsilon=0$, so $\bar\sigma_{ij}=-(P/A)\,\delta_{ij}$. This is a compression for $P>0$.

### (b) Threshold under the mean stress

**Strain from deflection.** Take a line element $dx$ along $x$. After an in-plane displacement $u$ and a deflection $w$, its squared length is $(dx+\partial_xu_x\,dx)^2+(\partial_xw\,dx)^2$, apart from a term of second order in $u$. Its relative extension is therefore $\partial_xu_x+\tfrac12(\partial_xw)^2$ to leading order. For a general direction,

$$\varepsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i)+\tfrac12\,\partial_iw\,\partial_jw .$$

**Energy of deflection.** Let $\sigma_{ij}(\mathbf r)$ be the stress of the relaxed flat sheet, including the defect's own contribution. Deflect the sheet by $w$ and allow a further periodic in-plane displacement $v$. The strain changes by $\delta\varepsilon_{ij}=\tfrac12(\partial_iv_j+\partial_jv_i)+\tfrac12\partial_iw\,\partial_jw$, and the in-plane energy by

$$\int\sigma_{ij}\,\delta\varepsilon_{ij}\,d^2r+\frac12\int C_{ijkl}\,\delta\varepsilon_{ij}\,\delta\varepsilon_{kl}\,d^2r .$$

In the first integral, the part linear in $v$ is $\int\sigma_{ij}\partial_iv_j\,d^2r=-\int(\partial_i\sigma_{ij})v_j\,d^2r=0$, because $v$ is periodic and the flat sheet is in equilibrium. The displacement $v$ is driven by $\partial_iw\,\partial_jw$, so it is of order $w^2$, and the second integral is of order $w^4$.

The bending energy contains $\tfrac D2(\nabla^2w)^2$ and a term proportional to the Gaussian curvature. The latter is a total derivative,

$$w_{xx}w_{yy}-w_{xy}^2=\partial_x(w_xw_{yy})-\partial_y(w_xw_{xy}),$$

and integrates to zero over a periodic cell. To second order in $w$,

$$E_2=\frac12\int\left[D(\nabla^2w)^2+\sigma_{ij}\,\partial_iw\,\partial_jw\right]d^2r. \tag{1}$$

**Softest wave.** Insert $\sigma_{ij}=-(P/A)\delta_{ij}$ and $w=\sum_{\mathbf q}w_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. Waves with different $\mathbf q$ are orthogonal, each derivative brings a factor $q$, and

$$E_2=\frac A2\sum_{\mathbf q}\left(Dq^4-\frac PA\,q^2\right)|w_{\mathbf q}|^2 .$$

A wave is unstable when its bracket is negative, that is, when $P>A\,D\,q^2$. The wave $q=0$ is a rigid shift and costs nothing. The smallest remaining wave number is $2\pi/L$, so the first instability occurs at

$$P_c=L^2D\left(\frac{2\pi}{L}\right)^2=4\pi^2D. \tag{2}$$

A larger cell dilutes the stress as $1/L^2$. It also admits a longer ripple, whose critical compression $Dq^2$ falls as $1/L^2$ too. The two effects cancel. For $P<0$ the mean stress is tensile and stabilizes every wave in this model. The real stress around such a defect is still compressive in some directions, so a sufficiently large negative $P$ can also buckle the sheet in this model. With the graphene parameters and core width of part (d), this takes about $-138$ eV in a 50 Å cell and far more in smaller cells, well outside linear elasticity.

### (c) The real stress field

Take $w=a\cos qx$ with $q=2\pi/L$. In (1) the stress then enters through the force across a line of constant $x$, $N(x)=\int_0^L\sigma_{xx}\,dy$. Equilibrium, $\partial_x\sigma_{xx}+\partial_y\sigma_{xy}=0$, gives

$$\frac{dN}{dx}=-\int_0^L\partial_y\sigma_{xy}\,dy=0,$$

by periodicity in $y$. So $N$ is the same at every $x$, however concentrated the stress is. Its value follows from the mean: $LN=\int\sigma_{xx}\,d^2r=-P$, hence $N=-P/L$.

The remaining integrals are $\int(w'')^2d^2r=\tfrac12a^2q^4L^2$ and $\int_0^L(w')^2dx=\tfrac12a^2q^2L$. Therefore

$$E_2=\frac12\left[\frac{Da^2q^4L^2}{2}-\frac PL\,\frac{a^2q^2L}{2}\right]=\frac{a^2q^2}{4}\left(4\pi^2D-P\right).$$

For $P>4\pi^2D$ this ripple lowers the energy in the real stress field too. The criterion is sufficient for buckling. It has not been shown to be necessary, since another shape might lower the energy sooner.

The sign change was tested on a periodic lattice of springs, 12 sites per side, with a misfitting site and full in-plane relaxation. On this coarse lattice the ripple threshold is $38.585\,D$ instead of $39.478\,D$. A small ripple changed the energy by $+5.18\times10^{-7}D$ at 0.95 of the lattice threshold and by $-5.16\times10^{-7}D$ at 1.05 of it.

### (d) Graphene

Rough typical values are $D=1.5$ eV, two-dimensional Young modulus $Y=21$ eV/Å$^2$ and Poisson ratio $\nu=0.2$. Then

$$P_c=39.478\times1.5\ \text{eV}=59.2\ \text{eV}\quad(2.18\ \text{hartree}).$$

To picture this dipole, let the cell relax. Under equal stress $s$ in both directions, the linear strain is $e=(1-\nu)s/Y$. The total stress vanishes when the elastic part balances the dipole, $s=P/A$, so the area grows by

$$\Delta A=2eA=\frac{2P(1-\nu)}{Y}=\frac{2\times59.2\times0.8}{21}\ \text{Å}^2=4.51\ \text{Å}^2 .$$

This is somewhat less than the area of two carbon atoms in the sheet, at roughly 2.6 Å$^2$ each. A defect that would enlarge a free, flat square cell by more than this must buckle the fixed one, within the stated assumptions. Graphene is often computed in a hexagonal cell instead. With side $L$, its area is $\sqrt3L^2/2$ and its smallest wave number is $4\pi/(\sqrt3L)$, so $P>A\,D\,q^2$ gives the higher threshold $8\pi^2D/\sqrt3=68.4$ eV.

The table gives the mean compression $P_c/A$ and the equivalent linear strain $(1-\nu)P_c/(AY)$. The last column is the threshold found numerically with the full non-uniform stress and many coupled waves. For it the dipole is spread over a Gaussian core of width 1.5 Å, a chosen value held fixed as $L$ changes.

| $L$ (Å) | $P_c/A$ (eV/Å$^2$) | strain (%) | full threshold (eV) |
|---|---|---|---|
| 12.5 | 0.379 | 1.44 | 31.8 |
| 25 | 0.095 | 0.36 | 23.3 |
| 50 | 0.024 | 0.09 | 19.3 |

The mean strains are small, as linear elasticity requires. At the centre of the defect, however, the model's linear strain is about 9% at $P=59.2$ eV and 3 to 5% at the full thresholds, so these energies are estimates. The last column answers the final question: $P<4\pi^2D$ does not certify a flat sheet. In the 50 Å cell, this model buckles at about a third of 59.2 eV; the fraction rises from 0.30 to 0.44 as the assumed core width goes from 1 to 4 Å. Independence of cell size belongs to the mean-stress threshold and to the guarantee in (c), not to the actual onset. Variation 1 shows why.

**Real sheets.** The elastic parameters above are typical of graphene; the core width is an assumption, and changes of bonding and of $D$ at the defect are not sized. At finite temperature, ripples take up length. If the cell keeps the size that suits the perfect sheet at zero temperature, with zero-point motion included, they put the sheet under tension. In a cell sized without zero-point motion, the zero-point expansion of the bonds adds a compression that can outweigh this tension. Equipartition in (1), without stress, gives $\langle|w_{\mathbf q}|^2\rangle=k_BT/(ADq^4)$. The mean areal strain is half the mean squared slope, and it produces the tension

$$\sigma_T=\frac{Y}{2(1-\nu)}\;\frac12\sum_{\mathbf q}\frac{k_BT}{ADq^2}.$$

At 300 K, with wavelengths down to 4 Å, $\sigma_T$ is 0.07, 0.42 and 2.23 times the critical compression $P_c/A$ for the three cells in order. This classical estimate ignores the damping of ripples by the tension itself, which lowers the last ratio to about 1.7. Quantum statistics of the short ripples lower it somewhat further. The estimate also keeps $D$ fixed, although the coupling of ripples to stretching stiffens the longest ripple, in first order by about 3%, 13% and 54% in the three cells. It indicates that thermal tension is comparable with $P_c/A$ in the 50 Å cell. In the 25 Å cell it is comparable with the smaller mean compression at the full threshold, $23.3\ \text{eV}/A$. The static thresholds should not be carried over to cells of these sizes at room temperature. A static relaxation has no such tension. A substrate that resists deflection with stiffness $\kappa$ per area adds $\kappa$ to $Dq^4$. The mean-stress threshold becomes the smallest value of $A(Dq^2+\kappa/q^2)$ over the allowed waves, which is at least $2A\sqrt{\kappa D}$. It grows with the cell area, so neither the independence of $L$ nor the guarantee $P>4\pi^2D$ holds for a supported sheet. Even $\kappa=10^{-3}$ eV/Å$^4$ gives 60, 69 and 198 eV for the three cells.

**In a calculation.** With a reflection-symmetric defect, a perfectly flat starting structure feels no out-of-plane force, even when it is unstable. Displace the atoms slightly out of plane before relaxing. Relaxing the cell removes the mean stress, but the non-uniform part remains and needs its own stability check.

## Variation 1: a dome over the defect

*Find a lower sufficient threshold for a point defect at the origin.*

First find the stress at wave vector $\mathbf k\neq0$. With Lamé constants $\lambda,\mu$ and $\hat{\mathbf k}=\mathbf k/k$, the isotropic source drives a displacement along $\mathbf k$, so $\varepsilon_{ij}(\mathbf k)=\hat k_i\hat k_j\,e_{\mathbf k}$. A point source has Fourier coefficient $P/A$, and

$$\sigma_{ij}(\mathbf k)=\lambda e_{\mathbf k}\,\delta_{ij}+2\mu e_{\mathbf k}\,\hat k_i\hat k_j-\frac PA\,\delta_{ij}.$$

Equilibrium, $k_i\sigma_{ij}=0$, requires $(\lambda+2\mu)e_{\mathbf k}=P/A$. Eliminating $e_{\mathbf k}$, and using $\nu=\lambda/(\lambda+2\mu)$ in two dimensions, so that $2\mu/(\lambda+2\mu)=1-\nu$,

$$\sigma_{ij}(\mathbf k)=-\frac PA(1-\nu)\left(\delta_{ij}-\hat k_i\hat k_j\right).$$

Now take $w=a(\cos qx+\cos qy)$ with $q=2\pi/L$, which peaks at the defect. The bending term in (1) is $\tfrac12Da^2q^4A=\tfrac12a^2q^2\,(4\pi^2D)$. By part (c), $\sigma_{xx}$ and $\sigma_{yy}$ contribute $-\tfrac14Pa^2q^2$ each. The shear stress appears twice in the sum over $i,j$, which cancels the prefactor $\tfrac12$, and gives

$$\int\sigma_{xy}\,\partial_xw\,\partial_yw\,d^2r=\frac{a^2q^2}2\int\sigma_{xy}\left[\cos q(x-y)-\cos q(x+y)\right]d^2r .$$

Each cosine selects $A\,\sigma_{xy}(\mathbf k)=P(1-\nu)\,\hat k_x\hat k_y$, with $\hat k_x\hat k_y=-\tfrac12$ for the first and $+\tfrac12$ for the second. The difference is $-P(1-\nu)$, so the shear term is $-\tfrac12a^2q^2P(1-\nu)$. Adding the pieces,

$$E_2=\frac{a^2q^2}2\left[4\pi^2D-(2-\nu)P\right].$$

The flat sheet is already unstable for $P>4\pi^2D/(2-\nu)$, which is 32.9 eV with the graphene parameters. On the spring lattice, where $\nu=1/3$, the dome threshold extrapolated to fine lattices is $23.686\,D$; the formula gives $23.687\,D$.

A core of Gaussian width $s$ multiplies $\sigma_{ij}(\mathbf k)$ by $e^{-k^2s^2/2}$. Here $k^2=2q^2$, so the dome threshold becomes

$$\frac{4\pi^2D}{1+(1-\nu)\,e^{-4\pi^2s^2/L^2}} .$$

At fixed $s$ it falls as $L$ grows: in a larger cell the core looks more like a point to the long waves. The full thresholds in the table also fall, by a larger factor, and lie below those of the dome because more waves take part.

## Variation 2: a rectangular cell

*Repeat (b) and (c) for sides $L_x\ge L_y$.*

The mean stress is $-P/(L_xL_y)$ in both directions, and the smallest wave number is $2\pi/L_x$. The condition $P>A\,D\,q^2$ becomes

$$P>L_xL_y\,D\left(\frac{2\pi}{L_x}\right)^2=4\pi^2D\,\frac{L_y}{L_x}.$$

The argument of (c) carries over. The force across a line of constant $x$ is now $N=-P/L_x$, and the ripple $a\cos(2\pi x/L_x)$ has

$$E_2=\frac{a^2q^2}4\left(DL_xL_yq^2-P\right),\qquad q=\frac{2\pi}{L_x},$$

which changes sign at the same value. The mean-stress threshold thus depends on the shape of the cell but not on its size. Doubling one side of a square cell halves it: the compression is halved, while the critical compression of the longest ripple drops to a quarter. Convergence tests that use this criterion should therefore keep the aspect ratio fixed.

## Table of computed values

```
Lattice test, critical P/D (dimensionless), nu = 1/3
4 pi^2: 39.478
n = 12 sites per side: mean stress only 38.585, plane ripple 38.585, all modes 10.330
n = 16 sites per side: mean stress only 38.974, plane ripple 38.974, all modes 10.189
n = 24 sites per side: mean stress only 39.253, plane ripple 39.253, all modes 10.033
plane ripple, extrapolated: 39.477
dome, extrapolated: 23.686; formula: 23.687
eight longest waves, extrapolated: 18.342; Fourier stress: 18.345
energy change at 0.95 and 1.05 of ripple threshold, n = 12: 5.18e-07, -5.16e-07 (units of D)
Graphene, rough typical parameters
D = 1.5 eV, Y = 21.0 eV/angstrom^2, nu = 0.2
critical dipole 4 pi^2 D: 59.2 eV = 2.18 hartree
relaxation area at that dipole: 4.51 angstrom^2
point-defect dome bound: 32.9 eV
core width for full stress: 1.5 angstrom
L = 12.5 angstrom: critical mean compression 0.3790 eV/angstrom^2 = 6.07 N/m
  equivalent linear strain 1.444 percent
  full-stress critical dipole 31.8 eV, ratio to 4 pi^2 D 0.537
L = 25.0 angstrom: critical mean compression 0.0947 eV/angstrom^2 = 1.52 N/m
  equivalent linear strain 0.361 percent
  full-stress critical dipole 23.3 eV, ratio to 4 pi^2 D 0.394
L = 50.0 angstrom: critical mean compression 0.0237 eV/angstrom^2 = 0.38 N/m
  equivalent linear strain 0.090 percent
  full-stress critical dipole 19.3 eV, ratio to 4 pi^2 D 0.327
temperature 300 K, kT = 0.02585 eV, shortest ripple 4.0 angstrom
L = 12.5 angstrom: thermal tension 0.0273 eV/angstrom^2, ratio to critical compression 0.07
L = 25.0 angstrom: thermal tension 0.0403 eV/angstrom^2, ratio to critical compression 0.42
L = 50.0 angstrom: thermal tension 0.0528 eV/angstrom^2, ratio to critical compression 2.23
```
